\section*{Exchange self-energy and vanishing Hartree-Fock density of states of the electron gas}

\section{What a constant exchange shift gets wrong}

Suppose that exchange in a uniform electron gas is treated as a constant lowering of all one-electron energies. The dispersion keeps its free-electron shape, and the density of states at the Fermi energy keeps its free-electron value $g_0$. In the Hartree-Fock approximation this is badly wrong. For a gas with $r_s=4$ bohr, at a wave number one part in $10^4$ away from the Fermi wave number $k_F$, the Hartree-Fock density of states is $0.145\,g_0$, so the constant shift overestimates it by a factor of about seven. Closer to $k_F$ this factor grows without limit, because the Hartree-Fock value tends to zero. This compares two treatments of unscreened exchange; it is not a statement about a real metal, and the last section shows that a screened interaction brings the density of states back close to $g_0$.

The Hartree-Fock exchange self-energy depends on $k$:
\begin{equation}
\Sigma_x(k)=-\frac{2k_F}{\pi}F(x),\qquad
F(x)=\frac12+\frac{1-x^2}{4x}\,L(x),\qquad
L(x)=\ln\left|\frac{1+x}{1-x}\right|,
\label{eq:result}
\end{equation}
with $x=k/k_F$. Its value is finite everywhere, but its slope diverges logarithmically at $k_F$. Two derivations follow, one by direct integration and one that starts from the slope.

\section{The model and the exchange integral}

Hartree atomic units are used. The gas is three-dimensional, unpolarised and at zero temperature, with a rigid, uniform, neutralising background. Plane waves with $k<k_F$ are filled for both spins. The electron density is uniform, so its charge cancels that of the background at every point and the Hartree potential vanishes together with the background potential. Exchange remains.

The Fock exchange operator acts on an orbital $\phi$ as
\begin{equation}
(\Sigma_x\phi)(\mathbf r)=-\int d^3r'\,
\frac{\rho(\mathbf r-\mathbf r')}{|\mathbf r-\mathbf r'|}\,\phi(\mathbf r'),
\qquad
\rho(\mathbf u)=\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}\,e^{i\mathbf k'\cdot\mathbf u}.
\end{equation}
Here $\rho$ is the density matrix of one spin, because orbitals of opposite spin are orthogonal in their spin parts and do not exchange. Insert $\phi=e^{i\mathbf k\cdot\mathbf r}$ and put $\mathbf r'=\mathbf r-\mathbf u$. The factor $e^{i\mathbf k\cdot\mathbf r}$ comes out of the integral, so plane waves are eigenfunctions, with eigenvalue
\begin{equation}
\Sigma_x(k)=-\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}\,v(|\mathbf k-\mathbf k'|),
\qquad v(q)=\int d^3u\,\frac{e^{-i\mathbf q\cdot\mathbf u}}{u}.
\label{eq:start}
\end{equation}
The last integral is defined with a factor $e^{-\kappa u}$ that makes it converge. Integrating over angles first,
\begin{equation}
v_\kappa(q)=\frac{4\pi}{q}\int_0^\infty \sin(qu)\,e^{-\kappa u}\,du
=\frac{4\pi}{q}\,\frac{q}{q^2+\kappa^2}=\frac{4\pi}{q^2+\kappa^2},
\label{eq:yukawa}
\end{equation}
and $\kappa\to0$ gives $v(q)=4\pi/q^2$.

In the GW approximation the self-energy is built with a screened interaction $W$. Replacing $W$ by the bare $v$ leaves $\Sigma_x$; the remainder, called correlation, is omitted here.

\section{First derivation: direct integration}

Take the polar axis along $\mathbf k$ and let $\mu$ be the cosine of the angle between $\mathbf k$ and $\mathbf k'$. Then $d^3k'=2\pi k'^2dk'\,d\mu$, and the prefactor is $4\pi\cdot2\pi/(2\pi)^3=1/\pi$:
\begin{equation}
\Sigma_x(k)=-\frac1\pi\int_0^{k_F}k'^2dk'\int_{-1}^{1}
\frac{d\mu}{k^2+k'^2-2kk'\mu}.
\end{equation}
The inner integral is
\begin{equation}
\frac{1}{2kk'}\ln\frac{(k+k')^2}{(k-k')^2}
=\frac{1}{kk'}\ln\left|\frac{k+k'}{k-k'}\right|.
\end{equation}
With $k'=k_Ft$ and $k=k_Fx$ this gives
\begin{equation}
\Sigma_x=-\frac{k_F}{\pi x}\,J(x),\qquad
J(x)=\int_0^1 t\,\ln\left|\frac{x+t}{x-t}\right|dt.
\end{equation}
Integrate by parts, choosing $(t^2-x^2)/2$ as the antiderivative of $t$. This choice vanishes at $t=x$ and removes the logarithmic singularity there, so no boundary term arises at that point. The derivative of the logarithm is
\begin{equation}
\frac{1}{x+t}+\frac{1}{x-t}=\frac{2x}{x^2-t^2},
\end{equation}
and therefore
\begin{align}
J(x)&=\left[\frac{t^2-x^2}{2}\ln\left|\frac{x+t}{x-t}\right|\right]_0^1
-\int_0^1\frac{t^2-x^2}{2}\,\frac{2x}{x^2-t^2}\,dt\nonumber\\
&=\frac{1-x^2}{2}L(x)+x .
\end{align}
The lower limit contributes nothing because $\ln1=0$. Multiplying by $-k_F/(\pi x)$ gives
\begin{equation}
\Sigma_x=-\frac{k_F}{\pi}\left[1+\frac{1-x^2}{2x}L(x)\right]
=-\frac{2k_F}{\pi}F(x),
\end{equation}
which is Eq.~\eqref{eq:result}.

Three limits show its behaviour. For small $x$, $L\approx2x+2x^3/3$ and $F\approx1-x^2/3$, so exchange is strongest at the centre of the Fermi sphere. At $x=1$ the product $(1-x)\ln|1-x|$ vanishes and $F=1/2$. For large $x$, $L\approx2/x+2/(3x^3)$ and
\begin{equation}
F\approx\frac12+(1-x^2)\left(\frac{1}{2x^2}+\frac{1}{6x^4}\right)
\approx\frac{1}{3x^2}.
\end{equation}
Then $\Sigma_x\approx-2k_F^3/(3\pi k^2)=-(4\pi/k^2)\,k_F^3/(6\pi^2)$. This is the interaction at momentum transfer $k$ times the density of electrons of one spin.

For the slope, write $(1-x^2)/(4x)=1/(4x)-x/4$, whose derivative is $-(1+x^2)/(4x^2)$, and use $L'=2/(1-x^2)$:
\begin{equation}
F'(x)=\frac{1}{2x}-\frac{1+x^2}{4x^2}L(x).
\end{equation}
Since $d/dk=(1/k_F)\,d/dx$, the factor $k_F$ cancels:
\begin{equation}
\frac{d\Sigma_x}{dk}=-\frac2\pi F'(x)
=\frac1\pi\left[\frac{1+x^2}{2x^2}L(x)-\frac1x\right].
\label{eq:slope}
\end{equation}
Now set $x=1+\delta$ with $|\delta|\ll1$. Then $L=\ln(2+\delta)-\ln|\delta|=\ln(2/|\delta|)+O(\delta)$, while $(1+x^2)/(2x^2)$ and $1/x$ are both $1+O(\delta)$. Hence
\begin{equation}
\frac{d\Sigma_x}{dk}=\frac1\pi\left[\ln\frac{2}{|\delta|}-1\right]
+O(\delta\ln|\delta|).
\label{eq:log}
\end{equation}
The slope tends to $+\infty$ from both sides of $k_F$.

\section{Second derivation: the slope from the Fermi surface}

Start again from Eq.~\eqref{eq:start}, with $v_\kappa$ of Eq.~\eqref{eq:yukawa} and $\kappa>0$. This interaction is smooth, so the integral may be differentiated under the integral sign. Because $v_\kappa$ depends on $\mathbf k-\mathbf k'$, $\nabla_{\mathbf k}v_\kappa=-\nabla_{\mathbf k'}v_\kappa$. This sign cancels the minus sign of exchange, and the divergence theorem turns the volume integral into one over the Fermi surface with outward normal $\mathbf n'$:
\begin{equation}
\nabla_{\mathbf k}\Sigma_\kappa
=\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}\nabla_{\mathbf k'}v_\kappa
=\oint\frac{dS'}{(2\pi)^3}\,\mathbf n'\,v_\kappa(|\mathbf k-\mathbf k'|).
\end{equation}
The component along $\mathbf k$ contains $\mu$, and $dS'=2\pi k_F^2\,d\mu$. With $s=\kappa/k_F$,
\begin{equation}
\frac{d\Sigma_\kappa}{dk}=\frac{k_F^2}{4\pi^2}\int_{-1}^1\mu\,v_\kappa\,d\mu
=\frac1\pi\int_{-1}^{1}\frac{\mu\,d\mu}{1+x^2+s^2-2x\mu}.
\label{eq:surface}
\end{equation}

The limit $\kappa\to0$ has to be justified. The difference of the interactions is $4\pi\kappa^2/[q^2(q^2+\kappa^2)]$. Its integral over all $\mathbf q$, divided by $(2\pi)^3$, is
\begin{equation}
\frac{2}{\pi}\int_0^\infty\frac{\kappa^2}{q^2+\kappa^2}\,dq=\kappa ,
\end{equation}
so $\Sigma_\kappa$ differs from $\Sigma_x$ by at most $\kappa$ at any $k$. It follows that $\Sigma_x$ is continuous, also at $k_F$. Away from $x=1$ the denominator in Eq.~\eqref{eq:surface} stays positive at $s=0$, so the slopes converge too, uniformly on any closed interval that excludes $x=1$, and their limit is the slope of $\Sigma_x$.

At $s=0$ define $A=(1+x^2)/(2x)$ and use $\mu/(A-\mu)=-1+A/(A-\mu)$:
\begin{equation}
\frac{d\Sigma_x}{dk}=\frac{1}{2\pi x}\int_{-1}^1\frac{\mu\,d\mu}{A-\mu}
=\frac{1}{2\pi x}\left[A\ln\frac{A+1}{A-1}-2\right].
\end{equation}
Since $(A+1)/(A-1)=(1+x)^2/(1-x)^2$, the logarithm equals $2L(x)$, and Eq.~\eqref{eq:slope} is recovered.

To obtain $\Sigma_x$ itself, one value is needed. At $k=0$, Eq.~\eqref{eq:start} gives
\begin{equation}
\Sigma_x(0)=-\int_0^{k_F}\frac{4\pi k'^2dk'}{(2\pi)^3}\,\frac{4\pi}{k'^2}
=-\frac{2k_F}{\pi}.
\end{equation}
Now integrate the slope from $x=\eta$ and let $\eta\to0$. The factor $(1+y^2)/(2y^2)$ has the antiderivative $(y^2-1)/(2y)$, which vanishes at $y=1$ and again removes the singularity:
\begin{align}
\int_\eta^x\left[\frac{1+y^2}{2y^2}L-\frac1y\right]dy
&=\left[\frac{y^2-1}{2y}L\right]_\eta^x
-\int_\eta^x\frac{y^2-1}{2y}\,\frac{2}{1-y^2}\,dy-\int_\eta^x\frac{dy}{y}
\nonumber\\
&=\left[\frac{y^2-1}{2y}L\right]_\eta^x
\;\longrightarrow\;\frac{x^2-1}{2x}L(x)+1 .
\end{align}
The two integrals of $1/y$ cancel, and the last $1$ comes from $L(\eta)\approx2\eta$ at the lower limit. Multiplying by $k_F/\pi$ and adding $\Sigma_x(0)$,
\begin{equation}
\Sigma_x=-\frac{2k_F}{\pi}+\frac{k_F}{\pi}\left[1+\frac{x^2-1}{2x}L\right]
=-\frac{2k_F}{\pi}\left[\frac12+\frac{1-x^2}{4x}L\right].
\end{equation}

This route shows where the logarithm comes from. For $\mathbf k$ on the Fermi surface, $q^2=2k_F^2(1-\mu)$, so $d\mu/(1-\mu)$ has the magnitude $2\,dq/q$. Near $\mu=1$ the slope is therefore $(1/\pi)\int dq/q$: equal ratios of small momentum transfer contribute equally. If $k$ differs from $k_F$, no $q$ smaller than $|k-k_F|$ reaches the surface, and the integral is cut off there.

\section{From the slope to the density of states}

The Hartree-Fock energy is $\varepsilon(k)=k^2/2+\Sigma_x(k)$. Pairing $\mu$ with $-\mu$ in Eq.~\eqref{eq:surface} at $s=0$ gives
\begin{equation}
\frac{d\Sigma_x}{dk}=\frac1\pi\int_0^1\mu\left[\frac{1}{1+x^2-2x\mu}
-\frac{1}{1+x^2+2x\mu}\right]d\mu>0 .
\end{equation}
Thus $\varepsilon$ increases strictly with $k$. The filled states are the lowest ones, so the filled sphere is self-consistent. This does not show that it is the Hartree-Fock state of lowest energy, a question left open here.

Each energy above the band bottom belongs to one $k$. The number of states below it, per volume and for both spins, is $N=2(4\pi k^3/3)/(2\pi)^3=k^3/(3\pi^2)$. Hence
\begin{equation}
g=\frac{dN}{d\varepsilon}=\frac{k^2}{\pi^2\,d\varepsilon/dk},
\qquad g_0=\frac{k_F}{\pi^2},
\label{eq:dos}
\end{equation}
where $g_0$ follows from $d\varepsilon/dk=k_F$ for free electrons at $k_F$. With Eq.~\eqref{eq:log}, near $k_F$,
\begin{equation}
\frac{g}{g_0}\approx\frac{1}{1+\dfrac{\ln(2/|\delta|)-1}{\pi k_F}}
\;\longrightarrow\;0\qquad(\delta\to0).
\label{eq:ratio}
\end{equation}
There is no gap. Since $\varepsilon(k)$ is continuous and increasing, every energy interval around $\varepsilon_F$ contains states. Apart from the band bottom, where $g$ vanishes as for free electrons because $d\varepsilon/dk\propto k$, the slope is finite at every $k\neq k_F$ and $g$ is positive.

To express $g$ through the energy, integrate the slope with $dk=k_F\,d\delta$ and $\int_0^\delta\ln(2/|t|)\,dt=\delta\ln(2/|\delta|)+\delta$. The last term cancels the $-1$ of Eq.~\eqref{eq:log}:
\begin{equation}
\varepsilon-\varepsilon_F\approx k_F^2\delta
+\frac{k_F\delta}{\pi}\ln\frac{2}{|\delta|}.
\label{eq:energy}
\end{equation}
Therefore $\ln(k_F^2/|\varepsilon-\varepsilon_F|)$ differs from $\ln(1/|\delta|)$ by the logarithm of a logarithm, which is relatively negligible as $\delta\to0$. To leading order
\begin{equation}
g\sim\frac{k_F^2}{\pi\,\ln(k_F^2/|\varepsilon-\varepsilon_F|)} .
\label{eq:leading}
\end{equation}

\section{A gas with $r_s=4$ bohr}

For this round model value $k_F=(9\pi/4)^{1/3}/r_s=0.4798$ bohr$^{-1}$. The self-energy is $-2k_F/\pi=-0.3054$ hartree at $k=0$ and $-k_F/\pi=-0.1527$ hartree at $k_F$. The occupied bandwidth grows from $k_F^2/2=0.1151$ hartree to $0.1151+0.1527=0.2678$ hartree, or 7.29 eV.

At $\delta=10^{-4}$, $\ln(2/\delta)=9.903$. The exchange slope is $8.903/\pi=2.834$, to be compared with the free-electron slope 0.480, and
\begin{equation}
\frac{g}{g_0}\approx\frac{1}{1+8.903/1.507}=0.145 .
\end{equation}
Equation~\eqref{eq:energy} places this point $2.30\times10^{-5}+1.512\times10^{-4}=1.74\times10^{-4}$ hartree above $\varepsilon_F$. Further values are:

\begin{center}
\begin{tabular}{cccc}
$|\delta|$ & $g/g_0$ below $k_F$ & $g/g_0$ above $k_F$ & Eq.~\eqref{eq:ratio}\\
$10^{-2}$ & 0.253 & 0.266 & 0.260\\
$10^{-4}$ & 0.145 & 0.145 & 0.145\\
$10^{-8}$ & 0.077 & 0.077 & 0.077
\end{tabular}
\end{center}

The fall is slow: going from $10^{-4}$ to $10^{-8}$ only about halves $g$. The leading law, Eq.~\eqref{eq:leading}, is approached more slowly still. The ratio of $g$ to it is 0.834 at $\delta=10^{-10}$ and 0.973 at $\delta=10^{-100}$, so Eq.~\eqref{eq:ratio} is the useful form. The numerical check checks the self-energy against the Fock kernel in real space and the density of states by counting states.

\section{What each derivation assumes}

Both derivations assume plane waves, a filled sphere and unscreened exchange. The first uses the form $1/q^2$ from its first integral on. It yields the absolute value of $\Sigma_x$ directly, but the divergence appears only on differentiating the finished formula. The second needs a separate value at one $k$ and a limiting argument for the Coulomb interaction. In return, its surface integral separates the two causes of the divergence: a sharp Fermi surface and an interaction that grows as $1/q^2$ at small $q$. Each can be removed in turn.

Keep the sharp surface and let $\kappa$ stay finite. At $x=1$, Eq.~\eqref{eq:surface} is the integral already done, with $x=1$ in the prefactor and $A$ replaced by $a=1+s^2/2$. Since $(a+1)/(a-1)=1+4/s^2$,
\begin{equation}
\left.\frac{d\Sigma_\kappa}{dk}\right|_{k_F}
=\frac{1}{2\pi}\left[\left(1+\frac{s^2}{2}\right)
\ln\left(1+\frac{4}{s^2}\right)-2\right],
\end{equation}
which is finite. For small $s$ it becomes $(1/\pi)[\ln(2/s)-1]$: the screening wave number takes over the role of $|k-k_F|$ as the cutoff. With the Thomas-Fermi value $\kappa^2=4\pi g_0=4k_F/\pi$, the example has $s=1.629$, a slope of 0.022 and $g/g_0=0.4798/(0.4798+0.0221)=0.956$. The density of states no longer vanishes. This static model shows what the long range of the interaction does; it is not a GW calculation, which has a frequency-dependent $W$.

Alternatively, keep the Coulomb interaction and smear the occupation into a smooth, decreasing function $f(k')$, as at finite temperature. Such an $f$ is a superposition of filled spheres of radius $p$ with weights $-f'(p)$. The slope at $k$ is then the average of Eq.~\eqref{eq:slope}, taken at $x=k/p$, with these weights. A logarithmic singularity is integrable, so the average is finite. It is not small, however: for a narrow smearing the relative width takes the place of $|\delta|$ in Eq.~\eqref{eq:log}, up to a factor of order one, and for a width of $10^{-3}k_F$ Eq.~\eqref{eq:ratio} still gives $g/g_0\approx0.2$ in the example. Smearing removes the zero but leaves most of the suppression. The vanishing density of states thus comes from a sharp Fermi surface together with the small-$q$ form of the exchange interaction. At $k_F$ the surface integral behaves as $\int q\,v(q)\,dq$ at small $q$, which for $v\propto q^{-p}$ diverges only if $p\ge2$. The zero therefore also appears when only a fraction of bare exchange is kept, or when the interaction is modified at short range but keeps its $1/q^2$ form at small $q$.

\section*{Numbers as computed}
\begin{verbatim}
rs = 4.0 bohr
density n = 0.003730 bohr^-3
kF = 0.47979 bohr^-1
k/kF = 0.0: F = 1.00000, Sigma_x = -0.30544 hartree
k/kF = 0.5: F = 0.91198, Sigma_x = -0.27856 hartree
k/kF = 1.0: F = 0.50000, Sigma_x = -0.15272 hartree
k/kF = 1.5: F = 0.16470, Sigma_x = -0.05031 hartree
k/kF = 2.0: F = 0.08802, Sigma_x = -0.02689 hartree
Sigma_x(kF) = -4.156 eV
Fermi energy k^2/2 + Sigma_x at kF = -0.03762 hartree
free occupied bandwidth = 0.11510 hartree
Hartree-Fock occupied bandwidth = 0.26782 hartree
Hartree-Fock occupied bandwidth = 7.288 eV
occupied average of F = 0.75000
exchange energy per electron = -0.11454 hartree
free DOS at kF, g0 = 0.04861 hartree^-1 bohr^-3
Near kF: d = k/kF - 1; e-eF in hartree; slope dSigma_x/dk in a.u.
d = -1e-02: e-eF = -1.0415e-02, slope = 1.3805, g/g0 = 0.2534, log law = 0.2596
d = +1e-02: e-eF = +1.0373e-02, slope = 1.3563, g/g0 = 0.2659, log law = 0.2596
d = -1e-04: e-eF = -1.7427e-04, slope = 2.8343, g/g0 = 0.1447, log law = 0.1448
d = +1e-04: e-eF = +1.7426e-04, slope = 2.8338, g/g0 = 0.1448, log law = 0.1448
d = -1e-06: e-eF = -2.4460e-06, slope = 4.2999, g/g0 = 0.1004, log law = 0.1004
d = +1e-06: e-eF = +2.4460e-06, slope = 4.2999, g/g0 = 0.1004, log law = 0.1004
d = -1e-08: e-eF = -3.1493e-08, slope = 5.7658, g/g0 = 0.0768, log law = 0.0768
d = +1e-08: e-eF = +3.1493e-08, slope = 5.7658, g/g0 = 0.0768, log law = 0.0768
Leading energy law: R = g pi ln(kF^2/|e-eF|)/kF^2
d = 10^-10: R = 0.8341, g/g0 = 0.06222
d = 10^-100: R = 0.9730, g/g0 = 0.00651
d = 10^-1000: R = 0.9963, g/g0 = 0.00065
Thomas-Fermi kappa = 0.78159 bohr^-1
kappa/kF = 1.6290
screened exchange slope at kF = 0.02210 a.u.
screened exchange g/g0 at kF = 0.9560
\end{verbatim}
